# Plasmons of a gated two-dimensional electron gas, derived two ways

A thin sheet of mobile electrons lies beneath a metal gate, as in the channel of a field-effect transistor. Suppose that the electrons are pushed together in some strips of the sheet and thinned out in the strips between. The crowded strips repel their own electrons, the charge flows back and overshoots, and the density oscillates. Such oscillations can also travel along the sheet as waves. Without the gate, a long wave is driven by electric fields that reach across a whole wavelength. With the gate, every excess charge attracts an opposite charge in the metal, and the pair produces little field far away. How does this change the relation between frequency and wavelength?

Let \(n\) be the number of electrons per area, \(m\) their band mass, \(-e\) their charge and \(d\) the distance from sheet to gate. The gate is an ideal metal filling \(z<0\), and the sheet is the plane \(z=d\). The permittivity is \(\varepsilon\) in the gap and \(\varepsilon_b\) beyond the sheet, both including \(\varepsilon_0\). All wave quantities vary as \(e^{i(qx-\omega t)}\) with \(q>0\). The claim is that for long waves \(\omega=v_0q\), with

\[
v_0=\sqrt{\frac{ne^2d}{\varepsilon m}} .
\]

The condition \(qd\ll1\) is not sufficient for this value. The second derivation supplies a further condition on \(d\), and friction sets an upper limit on the wavelength.

## First derivation: a charged fluid

**The field.** The wave is taken to be slow compared with light, so that electrostatics suffices. Away from the sheet the potential \(\phi(z)e^{i(qx-\omega t)}\) obeys Laplace's equation, \(\phi''=q^2\phi\). It vanishes at the gate, decays far away and is continuous at the sheet:

\[
\phi=A\sinh qz\ (0<z<d),\qquad
\phi=A\sinh(qd)\,e^{-q(z-d)}\ (z>d).
\]

An excess density \(\delta n\) carries the charge \(-e\,\delta n\) per area, which equals the jump of the displacement \(D_z=-\varepsilon\phi'\) across the sheet:

\[
\varepsilon\phi'(d^-)-\varepsilon_b\phi'(d^+)
=Aq\,[\varepsilon\cosh qd+\varepsilon_b\sinh qd]=-e\,\delta n .
\]

Solving for \(A\) and multiplying by \(\sinh qd\) gives \(\phi(d)\). The potential energy of an electron in the sheet is then \(U=-e\phi(d)=V(q)\,\delta n\), with

\[
V(q)=\frac{e^2}{q\,[\varepsilon_b+\varepsilon\coth qd]} .
\]

The two minus signs cancel: excess electrons raise the energy of other electrons.

**The motion.** Treat the electrons as a fluid of velocity \(u\) with neither pressure nor friction. To first order in the wave, conservation of particles and Newton's law read

\[
-i\omega\,\delta n+iqn\,u=0,\qquad -i\omega m\,u=-iq\,V(q)\,\delta n .
\]

The second gives \(u=qV\delta n/(m\omega)\). Inserted in the first, this gives

\[
\omega^2=\frac{nq^2}{m}V(q).
\]

**Long waves.** For small \(x=qd\), \(\coth x=1/x+x/3+\dots\), so

\[
q[\varepsilon_b+\varepsilon\coth qd]
=\frac{\varepsilon}{d}\left[1+\frac{\varepsilon_b}{\varepsilon}qd+\frac{(qd)^2}{3}+\dots\right].
\]

When \(qd\) and \((\varepsilon_b/\varepsilon)qd\) are both small, \(V\to e^2d/\varepsilon\) and \(\omega=v_0q\). Here \(\varepsilon/d\) is the capacitance per area of a parallel-plate capacitor. Nearly all the field lines run straight across the gap, so the potential at a point is set by the density at that same point. The medium beyond the sheet then drops out. A pressure proportional to local compression gives sound, and the gated plasmon has the same mathematics, with electrostatic energy in place of elastic energy.

**Short waves.** Now take \(\varepsilon_b=\varepsilon\). Since

\[
1+\coth x=\frac{\sinh x+\cosh x}{\sinh x}=\frac{2}{1-e^{-2x}},
\]

the dispersion becomes

\[
\omega^2=\frac{ne^2q}{2\varepsilon m}\left(1-e^{-2qd}\right).
\]

For \(qd\gg1\) the gate is out of reach of the field, and \(\omega=\sqrt{ne^2q/(2\varepsilon m)}\), the square-root law of the ungated sheet. The local exponent follows by differentiating \(\ln\omega^2\):

\[
\frac{d\ln\omega}{d\ln q}
=\frac12\left[1+\frac{2x}{e^{2x}-1}\right].
\]

It falls from 1 at small \(x\) to \(\tfrac12\) at large \(x\). To see how soon the straight line bends, use \((1-e^{-2x})/(2x)=1-x+\tfrac23x^2-\dots\) and take the root:

\[
\omega=v_0q\left[1-\frac{x}{2}+\left(\frac13-\frac18\right)x^2+\dots\right]
=v_0q\left[1-\frac{x}{2}+\frac{5x^2}{24}+\dots\right].
\]

The first correction is linear in \(qd\), so the approach to the line is slow.

**Friction.** If momentum is lost at the rate \(1/\tau\), Newton's law gains a term and \(-i\omega\) becomes \(-i\omega+1/\tau\). With \(\omega_0\) the frictionless frequency,

\[
\omega^2+\frac{i\omega}{\tau}-\omega_0^2=0,\qquad
\omega=\pm\sqrt{\omega_0^2-\frac{1}{4\tau^2}}-\frac{i}{2\tau}.
\]

For \(\omega_0\tau<\tfrac12\) the root is imaginary and the charge relaxes without oscillating.

## Second derivation: quantum response

**The interaction from image charges.** Keep \(\varepsilon_b=\varepsilon\). An electron in the sheet has an image of opposite charge at distance \(2d\) below it. Two electrons a distance \(r\) apart therefore interact through

\[
v(r)=\frac{e^2}{4\pi\varepsilon}\left[\frac1r-\frac{1}{\sqrt{r^2+4d^2}}\right].
\]

For \(r\gg d\) the bracket tends to \(2d^2/r^3\). The electron and its image form a dipole, and the other electron sees it almost side-on, where the usual \(1/r^2\) potential of a dipole is reduced by a further factor of order \(d/r\). To transform it, note that \(1/\sqrt{r^2+z^2}\) solves Laplace's equation for \(z\neq0\), so its in-plane Fourier transform is \(Ce^{-q|z|}\). The point source, \(\nabla^2(1/R)=-4\pi\delta^3\), fixes the jump of slope at \(z=0\): \(-2qC=-4\pi\), so \(C=2\pi/q\). Hence

\[
V(q)=\frac{e^2}{2\varepsilon q}\left(1-e^{-2qd}\right),
\]

as before. Its limit at \(q=0\) is the area integral of \(v(r)\),

\[
\frac{e^2}{2\varepsilon}\int_0^\infty\left[1-\frac{r}{\sqrt{r^2+4d^2}}\right]dr
=\frac{e^2}{2\varepsilon}\,2d=\frac{e^2d}{\varepsilon}.
\]

The integral is finite because the image has cut off the long Coulomb tail. This is the reason for the linear law in the quantum picture.

**The response.** The electrons occupy plane waves of energy \(E_k=\hbar^2k^2/2m\), with two spins and occupation \(f_k\). In the random-phase approximation (RPA) each electron moves freely in the mean potential energy \(U\). The equation \(i\hbar\,\partial_t\rho=[H,\rho]\), taken to first order between the states \(k+q\) and \(k\), reads

\[
\hbar\omega\,\rho_{k+q,k}=(E_{k+q}-E_k)\rho_{k+q,k}+U(f_k-f_{k+q}).
\]

Solving for \(\rho_{k+q,k}\) and summing over states gives \(\delta n=\chi_0U\), where

\[
\chi_0=2\int\!\frac{d^2k}{(2\pi)^2}\,\frac{f_k-f_{k+q}}{\hbar\omega-E_{k+q}+E_k}.
\]

In the term with \(f_{k+q}\) replace \(k\) by \(-k-q\). This turns \(f_{k+q}\) into \(f_k\) and exchanges the two energies. With \(\Delta=E_{k+q}-E_k=\hbar^2(\mathbf k\cdot\mathbf q+q^2/2)/m\),

\[
\chi_0=2\int\!\frac{d^2k}{(2\pi)^2}f_k\left[\frac{1}{\hbar\omega-\Delta}-\frac{1}{\hbar\omega+\Delta}\right]
=2\int\!\frac{d^2k}{(2\pi)^2}\frac{2f_k\Delta}{(\hbar\omega)^2-\Delta^2}.
\]

A free oscillation sustains its own potential: \(U=V\delta n=V\chi_0U\), so \(1=V(q)\chi_0(q,\omega)\).

**Fast waves.** Suppose \(|\Delta|\ll\hbar\omega\) for all occupied states. The part of \(\Delta\) linear in \(\mathbf k\) averages to zero, and the rest gives

\[
\chi_0\simeq\frac{2}{(\hbar\omega)^2}\,n\,\frac{\hbar^2q^2}{2m}=\frac{nq^2}{m\omega^2}.
\]

The condition \(1=V\chi_0\) is then \(\omega^2=nq^2V/m\), the fluid result, and \(V\to e^2d/\varepsilon\) gives \(v_0\). Planck's constant has cancelled.

The next term of the expansion contains \(2\Delta^3/(\hbar\omega)^4\). For \(q\ll k_F\), the Fermi wave number, its leading average comes from \(3(\mathbf k\cdot\mathbf q)^2q^2/2\), and

\[
\chi_0\simeq\frac{nq^2}{m\omega^2}\left[1+\frac{3q^2\langle v_x^2\rangle}{\omega^2}\right],
\qquad
\omega^2\simeq\frac{nq^2V}{m}+3q^2\langle v_x^2\rangle .
\]

At zero temperature \(\langle v_x^2\rangle=v_F^2/4\), with \(v_F=\hbar k_F/m\). The random motion of the electrons thus stiffens the wave, and for a gated sheet this term has the same power of \(q\) as the main one. Making the wave longer does not remove it.

**Any phase velocity above \(v_F\).** For \(q\ll k_F\) at zero temperature, \(f_k-f_{k+q}\simeq\hbar qv_F\cos\theta\,\delta(E_k-E_F)\), where \(\theta\) is the angle between \(\mathbf k\) and \(\mathbf q\). The density of states is \(N_0=m/(\pi\hbar^2)\), so

\[
\chi_0=N_0\left\langle\frac{qv_F\cos\theta}{\omega-qv_F\cos\theta}\right\rangle_\theta
=N_0\left[\frac{\omega}{\sqrt{\omega^2-q^2v_F^2}}-1\right].
\]

The last step uses \(\langle(1-a\cos\theta)^{-1}\rangle=\sum_ja^{2j}\binom{2j}{j}4^{-j}=(1-a^2)^{-1/2}\) for \(a=qv_F/\omega<1\).

Define the effective Bohr radius \(a^*=4\pi\varepsilon\hbar^2/(me^2)\) and

\[
\alpha=N_0\frac{e^2d}{\varepsilon}=\frac{4d}{a^*}.
\]

With \(s=\omega/(qv_F)\), the condition \(1=V\chi_0\) at \(q\to0\) becomes \(s/\sqrt{s^2-1}=(1+\alpha)/\alpha\). Squaring gives \(s^2[(1+\alpha)^2-\alpha^2]=(1+\alpha)^2\), hence

\[
v=v_F\frac{1+\alpha}{\sqrt{1+2\alpha}},\qquad
\frac{v^2}{v_F^2}=\frac{\alpha}{2}+\frac34+\frac{1}{4(1+2\alpha)}.
\]

Since \(n=N_0mv_F^2/2\), the first term is \(v_0^2/v_F^2\). The second is the correction found above. The velocity \(v_0\) therefore requires \(\alpha\gg1\): the distance to the gate must be large compared with \(a^*/4\), yet small compared with \(1/q\). The density does not appear in \(\alpha\), because \(v_0\) and \(v_F\) both grow as \(\sqrt n\).

The dispersion stays linear at small \(\alpha\) too, but with another velocity. From \(s^2-1=\alpha^2/(1+2\alpha)>0\), the wave outruns every electron of the zero-temperature gas, so none can ride with it and absorb its energy. For \(\alpha=0.5\) the velocity is \(1.06\,v_F\), while \(v_0\) would be \(0.50\,v_F\). Direct numerical integration of \(\chi_0\) over momentum, at \(q=10^{-5}k_F\), gives the same 1.06. This is a value of the ideal model: in a real sheet so close to a gate, exchange and thickness, both left out here, would change it.

## What the two derivations assume

Both are linear in the wave, treat the mean field alone, and take a sheet without thickness. The fluid derivation assigns one velocity to all electrons at a point and omits pressure. The quantum derivation keeps the spread of velocities and shows when it may be neglected. In return, the fluid equations admit friction and a general \(\varepsilon_b\) with little effort.

Adding pressure to the fluid does not make the two agree. If collisions between electrons keep the gas in local equilibrium at zero temperature, its pressure is \(P=nE_F/2=\pi\hbar^2n^2/(2m)\). The extra force per electron is \(-(1/n)\partial_xP\), which adds \((1/m)\,dP/dn=v_F^2/2\) to \(v^2\). The collisionless RPA adds \(\tfrac34v_F^2\) to leading order. In the collisionless case compression along \(x\) distorts the Fermi circle along \(x\), and no collision restores its shape, so the resistance to compression is larger. The two treatments describe different regimes, and they share the limit \(v_0\) because there the electric force dominates both.

Both also neglect the finite speed of light. Let \(c_m\) be that speed in the medium, with \(\varepsilon_b=\varepsilon\). The fields then vary with \(\kappa=\sqrt{q^2-\omega^2/c_m^2}\) in place of \(q\): \(E_x=A\sinh\kappa z\) in the gap and \(Be^{-\kappa(z-d)}\) beyond. The condition \(\partial_zE_z=-iqE_x\) gives \(E_z=-(iq/\kappa)A\cosh\kappa z\) and \((iq/\kappa)Be^{-\kappa(z-d)}\). Continuity of \(E_x\) and the jump of \(\varepsilon E_z\), equal to the sheet charge \(\sigma\), yield

\[
E_x=\frac{\kappa\,\sigma}{iq\varepsilon(1+\coth\kappa d)}.
\]

With the current \(j=ine^2E_x/(m\omega)\) and \(\omega\sigma=qj\), one finds \(\omega^2=ne^2\kappa/[\varepsilon m(1+\coth\kappa d)]\). For \(\kappa d\ll1\) this is \(\omega^2=v_0^2\kappa^2\), so \(v=v_0/\sqrt{1+v_0^2/c_m^2}\).

## A numerical case

Take round parameters in the regime of a cooled high-electron-mobility transistor made of III–V semiconductors: \(m=0.07\,m_e\), relative permittivity 13 on both sides, \(n=5\times10^{11}\ \mathrm{cm^{-2}}\), \(d=40\) nm and a wavelength of 2000 nm. They are rough values. Then \(a^*=9.83\) nm and \(v_F=2.93\times10^5\) m/s, so

\[
\alpha=\frac{4\times40}{9.83}=16.3,\qquad
v_0=v_F\sqrt{\frac{16.3}{2}}=8.36\times10^5\ \mathrm{m/s}.
\]

The linear law gives the frequency \(v_0/(2\ \mathrm{\mu m})=0.418\) THz. Here \(qd=0.126\), and the full gated fluid law gives 0.393 THz, which is 6.0% lower. Without the gate the frequency would be 0.834 THz, about twice as high, because the gate weakens the restoring force.

The RPA at zero temperature gives 0.413 THz, only 1% below the linear law. This closeness is a cancellation. Finite \(qd\) lowers the frequency by about \(qd/2\), while the spread of velocities raises it by about \(3/(4\alpha)\), or 4.6%. Without friction, the first effect would fade at a longer wavelength and the second would remain.

At 77 K the thermal energy is 6.6 meV against a Fermi energy of 17.1 meV. Solving \(1=V\chi_0\) at \(q\to0\) with thermal occupations puts the velocity 6.6% above \(v_0\), instead of 4.5% at zero temperature. This is the collisionless value. At 77 K a rough estimate of the electron-electron collision rate, \(\hbar/\tau_{ee}\) of 2 to 4 meV, is comparable with \(\hbar\omega\approx1.7\) meV, so the case lies between the two regimes described above. In local equilibrium the increase would be 4.2%. States moving at this long-wave velocity have an occupation of about \(5\times10^{-10}\) at most, so absorption by them is negligible in this limit.

Three further effects act as shifts of \(d\), and \(v_0\) varies as \(\sqrt d\).

- **Thickness.** At \(q\to0\) a charge at \(z'\) makes a field only between itself and the gate, so \(d\) becomes the average of \(\min(z,z')\), which is \(d-\tfrac12\langle|z-z'|\rangle\). For the ground state of a hard-walled layer of width \(w\), the shift is \(-w[1/6-5/(8\pi^2)]\). With \(w=10\) nm this is \(-1.03\) nm, or \(-1.3\%\) in velocity. This holds for a rigid charge profile. If the gate induces all the charge, the profile also responds to the field, and the shift grows to about \(-1.2\) nm. These values assume hard walls. With walls only 0.25 eV high the charge spreads further, and the two shifts become about \(-1.4\) nm and \(-2.1\) nm.
- **Field in the gate.** If the field enters the metal over a length \(\lambda\), continuity of displacement makes it \(\varepsilon_r\) times stronger there than in the gap, where \(\varepsilon_r\) is the relative permittivity of the gap. The added distance is \(\varepsilon_r\lambda\). A rough \(\lambda=0.05\) nm gives \(+0.65\) nm, or \(+0.8\%\).
- **Exchange.** The exchange energy per area of the uniform gas is \(-\frac{8}{3\sqrt{2\pi}}\frac{e^2}{4\pi\varepsilon}n^{3/2}\). Its second derivative in \(n\), divided by \(e^2/\varepsilon\), is \(-\sqrt{2/\pi}/(4\pi\sqrt n)=-0.90\) nm, or \(-1.1\%\). This is a static estimate for a sheet without thickness. In a layer 10 nm wide it shrinks to about \(-0.55\) nm, or \(-0.7\%\). A fast wave without collisions also distorts the Fermi circle, which makes the exchange shift smaller: by about a sixth to a fifth for the sheet without thickness, and by about a quarter for the layer 10 nm wide. Correlation beyond the RPA is left out.

If \(m\) is the mass at the bottom of the occupied subband, a band that flattens with energy, with a rough nonparabolicity of \(0.6\ \mathrm{eV^{-1}}\), lowers the velocity by 1.0%. Retardation lowers it by 0.005%.

Real devices also have friction. At a mobility of \(10^5\ \mathrm{cm^2/Vs}\), a rough value for a clean cooled channel, \(\tau=m\mu/e=3.98\) ps (\(\mu\) is the mobility) and \(\omega_0\tau=9.8\), so the wave is well defined at this wavelength. Since \(\omega_0\) falls with \(q\), a wave longer than about \(42\ \mathrm{\mu m}\) would not oscillate at all. At a rough room-temperature value of \(8000\ \mathrm{cm^2/Vs}\), with density, distance and wavelength unchanged, \(\omega_0\tau=0.79\). In the fluid model, which leaves out the spread of velocities, the oscillation frequency then drops by the factor \(\sqrt{1-1/(4\times0.79^2)}=0.77\), and less than 1% of the amplitude survives one period. The spread of velocities matters more when the gap is thinner. With \(d=10\) nm and \(n=2\times10^{12}\ \mathrm{cm^{-2}}\) the product \(nd\), and hence \(v_0\), is unchanged, but \(\alpha\) falls to 4.1. For a sheet without thickness, the zero-temperature RPA velocity then lies 18% above \(v_0\). A layer 10 nm wide would reduce this to about 13% with a rigid charge profile, and to about 10% if the gate induces all the charge and the profile responds. A real gate also has finite length, and its ends select the wavelengths that can resonate.

Return to the case \(d=40\) nm, \(n=5\times10^{11}\ \mathrm{cm^{-2}}\). If the gate induces all the charge, the static field is \(en/\varepsilon=0.07\) MV/cm, about a sixth of a rough breakdown field of 0.4 MV/cm. For a barrier 0.2 eV above the Fermi level the semiclassical tunnelling factor is about \(10^{-10}\), so leakage through this gap does not disturb the wave. The same does not hold for the thin gap: at \(d=10\) nm and \(n=2\times10^{12}\ \mathrm{cm^{-2}}\) the field is 0.28 MV/cm, close to the rough breakdown field, and the tunnelling factor for the same barrier rises to several times \(10^{-3}\). The numerical output below lists the main values. It also gives the exponent of the dispersion at several \(qd\), computed for a gate 1000 times farther away so that \(\alpha\) is very large and the spread of velocities hardly matters.

## Values computed for the example and the checks

```
mass 0.07 m_e; relative permittivity 13.0
density 5.0e+11 cm^-2; gate distance 40 nm
wavelength 2000 nm; q 0.003142 nm^-1
qd 0.1257; q/k_F 0.0177
effective Bohr radius 9.828 nm; alpha 16.281
Fermi energy 17.10 meV; v_F 2.9313e+05 m/s
v0 8.3635e+05 m/s; v0/v_F 2.8531
frequency, linear law 0.4182 THz
frequency, gated local law 0.3932 THz
frequency, ungated law 0.8341 THz
frequency, full RPA at 0 K 0.4134 THz
plasmon energy, gated law 1.626 meV
largest Poisson relative error 1.8e-06
alpha; RPA v/v_F; capacitor-law v0/v_F
  0.500; 1.0607; 0.5000
  2.000; 1.3416; 1.0000
  16.281; 2.9828; 2.8531
  100.000; 7.1236; 7.0711
qd; exponent dln(omega)/dln(q) from RPA, d = 40000 nm
  0.05; 0.9754
  0.20; 0.9067
  1.00; 0.6566
  5.00; 0.5007
Velocity or frequency changes relative to v0 q:
  finite qd -5.97 %
  Fermi pressure, 0 K 4.55 %
  Fermi pressure, 77 K 6.58 %
  layer width 10 nm: d shift -1.033 nm, -1.30 %
  gate screening 0.05 nm: d shift 0.650 nm, 0.81 %
  exchange: d shift -0.898 nm, -1.13 %
  nonparabolicity 0.6 eV^-1: -1.00 %
  retardation -0.0051 %
kT at 77 K 6.64 meV
occupation at plasmon velocity 5.4e-10
mobility 100000 cm2/Vs: tau 3.980 ps
  omega tau 9.83; damped frequency 0.3927 THz
room mobility 8000 cm2/Vs: omega tau 0.79
gate field 0.0696 MV/cm; rough breakdown 0.4 MV/cm
field/breakdown 0.174; gate voltage 0.278 V
barrier 0.2 eV: tunnel exponent 23.2, factor 8.2e-11
hard-wall subband gap 161.2 meV
```
